# An upper bound on electron localization length from the optical gap

## What dimensions allow

Let $X=\sum_i x_i$ be the sum of the electron positions along one axis of an insulator with $N$ electrons. The squared localization length per electron is the ground-state variance

$$\lambda^2=\frac{\langle X^2\rangle-\langle X\rangle^2}{N}$$

in the limit of a large sample. It measures how far the electronic charge as a whole fluctuates along the axis.

Suppose that $\lambda^2$ has an upper limit which depends on the material through its minimum optical gap $E_g$ alone. Suppose also that it holds for every potential. The electron charge enters only through the potential, so it cannot appear in the limit. The other quantities available are then $\hbar$ and the electron mass $m$. Since $\hbar^2/m$ has the dimension energy times length squared, the limit must have the form

$$\lambda^2\le C\,\frac{\hbar^2}{mE_g}$$

with a pure number $C$. One solvable case restricts $C$ from below. An electron in a harmonic well of frequency $\omega$ has position variance $\hbar/2m\omega$ and absorbs at $E_g=\hbar\omega$, so its variance is $\hbar^2/2mE_g$. Hence $C\ge\tfrac12$. Both derivations below give $C=\tfrac12$:

$$\boxed{\;\lambda^2\le\frac{\hbar^2}{2mE_g}\;}$$

The Hamiltonian throughout is

$$H=\sum_{i=1}^N\frac{\mathbf p_i^2}{2m}+V(\mathbf r_1,\dots,\mathbf r_N).$$

The nuclei are clamped, the temperature is zero and $m$ is the free-electron mass. $V$ depends on positions alone and may contain the full repulsion between electrons. $N$ counts every electron that $H$ describes. $E_g$ is the lowest excitation energy whose transition from the ground state is allowed for light polarized along $x$. Lower excitations may exist if they are dark.

## First derivation: a finite sample

Let the sample have open ends, so that its wavefunctions vanish far away and $X$ is an ordinary operator. Write $|n\rangle$ for the eigenstates, $E_n$ for their energies and $X_{n0}=\langle n|X|0\rangle$. Sums over $n$ include integrals over continuum states.

**The variance as a sum.** Inserting a complete set of states between the two factors of $X$ gives

$$\langle X^2\rangle=\sum_n|X_{n0}|^2 .$$

The term $n=0$ is $\langle X\rangle^2$. Therefore

$$\langle X^2\rangle-\langle X\rangle^2=\sum_{n\ne0}|X_{n0}|^2. \tag{1}$$

**The sum rule.** $X$ commutes with $V$, because both depend on positions alone. From $[x,p]=i\hbar$ follows $[x,p^2]=2i\hbar p$, and so, with $P=\sum_ip_{i}$ the total momentum along $x$,

$$[X,H]=\frac{i\hbar}{m}P .$$

A second commutator, with $[P,X]=-i\hbar N$, gives

$$[[X,H],X]=\frac{i\hbar}{m}(-i\hbar N)=\frac{N\hbar^2}{m}.$$

Written out, the same double commutator is $2XHX-HX^2-X^2H$. In the ground state the first term gives $2\sum_nE_n|X_{n0}|^2$, and the other two give $-2E_0\sum_n|X_{n0}|^2$. Equating the two forms and dividing by two,

$$\sum_n(E_n-E_0)|X_{n0}|^2=\frac{N\hbar^2}{2m}. \tag{2}$$

This is the oscillator-strength sum rule. The potential has dropped out.

**The bound.** Every term that contributes to (1) has $X_{n0}\neq0$, hence $E_n-E_0\ge E_g$, hence $1\le(E_n-E_0)/E_g$. Thus

$$\sum_{n\ne0}|X_{n0}|^2\le\frac1{E_g}\sum_n(E_n-E_0)|X_{n0}|^2=\frac{N\hbar^2}{2mE_g}.$$

Division by $N$ gives the result for a sample of any size, with $E_g$ the optical gap of that sample.

**When the bound is reached.** The inequality becomes an equality when every allowed transition has energy $E_g$. Interacting electrons can achieve this. Put $N$ electrons in a common well $\tfrac12m\omega^2x_i^2$, with a repulsion that depends on their separations alone. The centre of mass $R=X/N$ then separates from the relative motion and is an oscillator of mass $Nm$ and frequency $\omega$. The operator $X=NR$ connects the ground state to the first excited state of $R$ and to no other excited state, so $E_g=\hbar\omega$. The variance is

$$N^2\,\frac{\hbar}{2Nm\omega}=\frac{N\hbar}{2m\omega},$$

which is the bound. For two electrons with $\hbar\omega=2$ eV and a Coulomb repulsion softened over a length of 0.1 nm, numerical diagonalization gives $\lambda^2=0.01905$ nm², equal to the bound to the digits printed. The lowest excitation of this pair lies at only 0.12 eV, a value that depends strongly on the softening length. It is dark, because $X$ reaches only the state at $\hbar\omega$. The energy in the bound is therefore the optical gap and not the lowest excitation energy.

## Second derivation: a ring with a twist

In a periodic solid $X$ is not a legitimate operator, since $x$ and $x+L$ denote the same point on a ring of length $L$. The position can be replaced by the response to a twist $\kappa$:

$$H(\kappa)=\sum_i\frac{(p_i+\hbar\kappa)^2}{2m}+V,$$

with wavefunctions periodic in each $x_i$. The kinetic energy of the other two directions is unchanged and is not written. Assume that the ground state $|0\rangle$ is unique and separated by a gap for every $\kappa$.

**What replaces the variance.** Define the quantum metric

$$\mathcal G(\kappa)=\sum_{n\ne0}|\langle n|\partial_\kappa0\rangle|^2 .$$

To see its meaning, take a state $\Psi$ that vanishes at some seam of the ring. Then $e^{-i\kappa X}\Psi$ is single-valued, and because $(p+\hbar\kappa)e^{-i\kappa x}f=e^{-i\kappa x}pf$, it solves the twisted problem. Its derivative is $-iX$ times itself, so $\mathcal G=\langle X^2\rangle-\langle X\rangle^2$. For the bulk one defines $\lambda^2=\overline{\mathcal G}/N$, where the bar is the average over one period $0\le\kappa<2\pi/L$.

**The metric in terms of velocities.** Differentiate $H|0\rangle=E_0|0\rangle$ with respect to $\kappa$:

$$(H'-E_0')|0\rangle+(H-E_0)|\partial_\kappa0\rangle=0,\qquad H'=\hbar v,\quad v=\sum_i\frac{p_i+\hbar\kappa}{m}.$$

Projection on $\langle n|$ with $n\ne0$ removes the term in $E_0'$ and leaves

$$\langle n|\partial_\kappa0\rangle=-\frac{\hbar v_{n0}}{E_n-E_0},\qquad
\mathcal G=\sum_{n\ne0}\frac{\hbar^2|v_{n0}|^2}{(E_n-E_0)^2}. \tag{3}$$

**The sum rule from periodicity.** The first derivative of the energy is $E_0'=\langle0|H'|0\rangle$. Differentiating again,

$$E_0''=\langle0|H''|0\rangle+2\,\mathrm{Re}\,\langle0|H'|\partial_\kappa0\rangle .$$

Here $H''=N\hbar^2/m$. In the second term insert a complete set of states. The state $n=0$ contributes $2E_0'\,\mathrm{Re}\langle0|\partial_\kappa0\rangle$, which vanishes because normalization makes $\langle0|\partial_\kappa0\rangle$ imaginary. The others follow from (3):

$$E_0''=\frac{N\hbar^2}{m}-2\sum_{n\ne0}\frac{\hbar^2|v_{n0}|^2}{E_n-E_0}. \tag{4}$$

Now let $q_0=2\pi/L$. The operator $U=e^{iq_0X}$ is single-valued on the ring, and $U^\dagger p_iU=p_i+\hbar q_0$, so $H(\kappa+q_0)=U^\dagger H(\kappa)U$. The spectrum has period $q_0$. Since the ground level never meets another level, $E_0(\kappa)$ is smooth and periodic, and so is $E_0'$. The average of $E_0''$ over a period is the net change of $E_0'$ divided by $q_0$, which is zero. Averaging (4) gives

$$\overline{\sum_{n\ne0}\frac{\hbar^2|v_{n0}|^2}{E_n-E_0}}=\frac{N\hbar^2}{2m}, \tag{5}$$

which holds for finite $L$ as well.

**The bound.** Let $E_g$ be the smallest $E_n-E_0$ with $v_{n0}\ne0$ over all twists. One of the two denominators in (3) is at least $E_g$, so

$$\lambda^2=\frac{\overline{\mathcal G}}N\le\frac1{NE_g}\,\overline{\sum_{n\ne0}\frac{\hbar^2|v_{n0}|^2}{E_n-E_0}}=\frac{\hbar^2}{2mE_g}.$$

**An interacting example.** Two electrons move on a ring with $L=0.45$ nm in the potential $D\cos(2\pi x/L)$, $D=2$ eV, and repel each other through $U\cos[2\pi(x_1-x_2)/L]$. With $U=1$ eV and 60 twists, (5) is satisfied to a relative error of $7\times10^{-14}$. The repulsion lowers the optical gap from 1.99 to 1.69 eV and raises $\lambda^2$ from 0.0152 to 0.0172 nm². The bound for the repelling pair is 0.0225 nm².

**Why a gap is needed.** One free electron on a ring has $E_0=\hbar^2\kappa^2/2m$ for $|\kappa|<q_0/2$, with a cusp where two levels cross. The jump of $E_0'$ at the cusp spoils the average. Between cusps $E_0''=\hbar^2/m$, and (4) then leaves no strength for transitions. The metric vanishes although the electron is spread over the whole ring, so in this gapless case it no longer measures localization.

## The same statement in optical terms

A field $F\cos\omega t$ along $x$ adds $eFX\cos\omega t$ to the energy of a sample of volume $\Omega$. The golden rule gives the transition rate $(2\pi/\hbar^2)(eF/2)^2|X_{n0}|^2\delta(\omega-\omega_n)$, with $\hbar\omega_n=E_n-E_0$. Multiplied by $\hbar\omega$, this is the absorbed power, which also equals $\tfrac12\Omega F^2\,\mathrm{Re}\,\sigma$. Hence

$$\mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2}{\hbar\Omega}\sum_n\omega_n|X_{n0}|^2\,\delta(\omega-\omega_n).$$

Integrating with (2), and then with an extra factor $1/\omega$ and (1), one finds for the density $n_e=N/\Omega$

$$\int_0^\infty\!\mathrm{Re}\,\sigma\,d\omega=\frac{\pi e^2n_e}{2m},\qquad
\lambda^2=\frac{\hbar}{\pi e^2n_e}\int_0^\infty\!\frac{\mathrm{Re}\,\sigma}{\omega}\,d\omega .$$

On the ring, $|X_{n0}|^2$ is replaced by $|v_{n0}|^2/\omega_n^2$. Dividing the second integral by the first gives

$$\frac{\lambda^2}{\hbar^2/2mE_g}=E_g\left\langle\frac1E\right\rangle, \tag{6}$$

where the average over transition energies $E$ is weighted with oscillator strength. The ratio shows how closely the absorption is gathered at its threshold.

## A weak density wave reaches $\pi/4$ of the bound

For independent electrons in filled bands, $v$ lifts one electron at a time without changing its wave number $k$. With $n_b$ filled bands and period $a$ in one dimension, (3) becomes

$$\lambda^2=\frac1{n_b}\frac a{2\pi}\int dk\sum_{v,c}\frac{\hbar^2|v_{cv}|^2}{(E_c-E_v)^2},$$

with $v$ running over filled and $c$ over empty bands. Spin doubles both the variance and the number of electrons and cancels.

Let a weak periodic potential open a gap $E_g=2\Delta$ in a free-electron band at $k_F=n_b\pi/a$. It mixes the plane waves $q+k_F$ and $q-k_F$. Apart from a common energy, their Hamiltonian is

$$\begin{pmatrix}\hbar v_Fq&\Delta\\ \Delta&-\hbar v_Fq\end{pmatrix},\qquad v_F=\frac{\hbar k_F}m .$$

Its eigenvectors rotate by half the angle $\theta$ defined by $\cot\theta=\hbar v_Fq/\Delta$. The metric is therefore

$$\left(\frac12\frac{d\theta}{dq}\right)^2=\frac14\,\frac{(\hbar v_F/\Delta)^2}{[1+(\hbar v_Fq/\Delta)^2]^2}.$$

Since $\int_{-\infty}^{\infty}dy/(1+y^2)^2=\pi/2$, the integral over $q$ is $\pi\hbar v_F/8\Delta=\pi\hbar v_F/4E_g$. Extending the limits to infinity is justified when $E_g\ll\hbar v_Fk_F$. Then

$$\lambda^2=\frac{a}{2\pi n_b}\,\frac{\pi\hbar v_F}{4E_g}=\frac{a}{8n_bE_g}\,\frac{\hbar^2n_b\pi}{ma}=\frac{\pi}{4}\,\frac{\hbar^2}{2mE_g}.$$

The filling has cancelled. A numerical band calculation with a wave of amplitude 0.1 eV gives the ratio 0.7854, in agreement with $\pi/4$.

## A chain in the regime of selenium

Selenium has four $p$ electrons per atom. Shared among three nearly perpendicular bond directions, they give $4/3$ electron per atom and axis, or four electrons per three atoms. Two bands are then filled, and a density wave with a period of one and a half atoms opens a gap above them. Atoms and wave together repeat every three atoms. A model of one such axis is

$$V(x)=-W\cos\frac{6\pi x}a+D\cos\!\left(\frac{4\pi x}a+\varphi\right),$$

with independent electrons, atom spacing 0.30 nm, $a=0.90$ nm, $W=3$ eV, $D=2$ eV and $\varphi=0$. The optical gap comes out as 2.01 eV. With $\hbar^2/2m=0.03810$ eV nm²,

$$\frac{\hbar^2}{2mE_g}=\frac{0.03810}{2.0095}\ \mathrm{nm^2}=0.01896\ \mathrm{nm^2},\qquad \lambda^2=0.01269\ \mathrm{nm^2}.$$

In lengths, $\lambda=0.113$ nm against a limit of 0.138 nm. The ratio of the squares is 0.67. By (6) this is the gap divided by the harmonic mean transition energy, $2.01/3.00$. About 65 % of the oscillator strength lies below twice the gap.

The two definitions of $\lambda^2$ can be compared on this chain. With hard walls at its ends, a chain of 10 cells has 40 electrons and variance 0.012097 nm² per electron. A chain of 20 cells has 80 electrons and 0.012395 nm². Subtracting the total variances removes the contribution of the ends:

$$\frac{80(0.012395)-40(0.012097)}{40}\ \mathrm{nm^2}=0.01269\ \mathrm{nm^2}.$$

This agrees with the value from the interband velocities.

With $W$ fixed, the amplitude $D$ of the density wave controls the gap:

| $D$ (eV) | $E_g$ (eV) | $\lambda^2$ (nm²) | ratio to bound |
|---|---|---|---|
| 0.5 | 0.49 | 0.0513 | 0.66 |
| 1.0 | 0.99 | 0.0255 | 0.66 |
| 2.0 | 2.01 | 0.0127 | 0.67 |
| 4.0 | 4.05 | 0.0068 | 0.72 |

For small $D$ the ratio stays below $\pi/4$, which was derived for a free-electron band. Here $W$ is not weak. It couples the wave $k_F=2\pi/a$ to $k_F-6\pi/a=-2k_F$ with strength $W/2=1.5$ eV. The kinetic energies of the two waves are 1.86 and 7.43 eV, so the lower state contains the second wave with weight $\tfrac12\bigl(1-2.79/\sqrt{2.79^2+1.5^2}\bigr)=0.06$. Its velocity is $v^*=(0.94-2\times0.06)\,v_F=0.82\,v_F$. With $v^*$ in place of $v_F$ in the two-wave matrix above, the ratio for small $D$ becomes $(\pi/4)\,v^*/v_F\approx0.64$ in this two-wave estimate. The estimate leaves out the weaker coupling to $4k_F$. The full band velocity is $0.83\,v_F$, which gives 0.652, the value the ratio approaches as $D\to0$ (0.653 at $D=0.05$ eV). The 0.66 in the table includes the effect of finite $D$.

**Lattice polarity.** The potential has an inversion centre $x_0$ if both cosines are even about it. The first requires $x_0=ja/6$ with integer $j$. The second then requires $\varphi$ to be a multiple of $60^\circ$. The choice $\varphi=30^\circ$ therefore gives a chain without inversion symmetry. At the same $W$ and $D$ its gap is 1.88 eV, $\lambda^2$ is 0.0136 nm² and the bound is 0.0203 nm². The electrons are slightly less localized than at $\varphi=0$, but the ratio is again 0.67. The difference comes from the changed phase and is not a sign of missing inversion symmetry: the chain with $\varphi=60^\circ$ has an inversion centre, and its electrons are less localized still. Neither derivation used inversion symmetry, so the bound applies to polar lattices unchanged.

**Relation to the real material.** The spacing and the gap are close to rough values for selenium, 0.3 nm and 2 eV. The charge pattern at $\varphi=0$ is not that of selenium, however. With the wells of $W$ read as atoms, it puts 0.58, 1.71 and 1.71 electrons on the three atoms. The pattern of one lone-pair atom and one bonded pair appears at $\varphi=60^\circ$ (1.85, 1.08 and 1.08 electrons), where the gap is 1.75 eV, $\lambda^2=0.0148$ nm² and the ratio is 0.68. The calculated $\lambda^2$ belongs to the model's $p$ electrons on one axis and is not a value for selenium, where the average would include the core electrons. The chain model also neglects repulsion; on the small ring above, 1 eV of it raised $\lambda^2$ by 14 %. Lowering $D$ by 10 % raises both $\lambda^2$ and the bound by about 11 %. A field of 0.5 MV/cm changes the energy across one localization length by 5.6 meV, or 0.3 % of the gap. At 350 K the factor $e^{-E_g/2k_BT}$ is about $3\times10^{-15}$, so thermal excitation across this gap is negligible.

## What each derivation assumes

Both derivations use that the potential adds nothing to the sum rule, which is assured when it commutes with position. A term linear in momentum, such as spin-orbit coupling, does not commute with position but drops out of the double commutator and of $H''$, so it leaves the sum rule intact. A nonlocal pseudopotential in general adds a term to the double commutator. Models with an effective mass or a few orbitals also replace the sum rule. Take one electron on two sites a distance $d=0.30$ nm apart, with hopping $t=1$ eV. The ground state has $\lambda^2=d^2/4=0.0225$ nm² and the gap is $2t=2$ eV, for which the bare-mass bound is 0.01905 nm². The bound is violated because the model's strength, $2t\cdot d^2/4=0.045$ eV nm², exceeds $\hbar^2/2m=0.038$ eV nm².

The first derivation needs no assumption about a gap in the bulk. It covers a finite piece of metal too, where the bound rises as the level spacing shrinks and so permits a variance per electron that grows with the sample. Its $E_g$ belongs to the whole sample, however. Surface states can lower it, and in three dimensions the charge induced on the surfaces changes the field inside, so the excitations seen by an external field need not be those of the bulk.

The second derivation has no surfaces. On the ring the response is to the total macroscopic field, and $E_g$ is the bulk absorption threshold for light polarized along the axis. The price is the assumption of a unique, gapped ground state at every twist, and a definition of $\lambda^2$ through the metric instead of through $X$ itself.

In either form the result is a ceiling. A large localization length requires a small optical gap, since $E_g\le\hbar^2/2m\lambda^2$. A small gap does not by itself require a large localization length, because the strength near the threshold may be weak. The numerical output below lists the values used here.

## Computed values

```
hbar^2/2m = 0.038100 eV nm^2
atom spacing = 0.30 nm, cell = 0.90 nm
atomic amplitude W = 3.0 eV, density wave D = 2.0 eV
chain optical gap = 2.0095 eV
chain sum rule per electron = 0.038100 eV nm^2
lambda2 from velocities = 0.012694 nm^2
lambda2 from overlaps = 0.012694 nm^2
lambda2 from open chains = 0.012694 nm^2
upper bound on lambda2 = 0.018960 nm^2
lambda2 / bound = 0.6695
lambda = 0.1127 nm, limit = 0.1377 nm
strength-weighted harmonic mean energy = 3.0015 eV
strength below twice the gap = 65.3 %
open chain 10 cells: variance/electron = 0.012097 nm^2
open chain 20 cells: variance/electron = 0.012395 nm^2
open chain gaps, 10 and 20 cells = 2.0235, 2.0130 eV
shift of lambda2, cutoff 8 to 12 = 6.8e-10 nm^2
shift of lambda2, mesh 200 to 400 = -2.1e-15 nm^2
polar chain (phase 30 deg): gap = 1.8768 eV
polar chain: lambda2 = 0.013635 nm^2
polar chain: bound = 0.020300 nm^2
D = 0.5 eV: gap 0.4890 eV, lambda2 0.05132 nm^2, ratio 0.6587
D = 1.0 eV: gap 0.9897 eV, lambda2 0.02548 nm^2, ratio 0.6618
D = 2.0 eV: gap 2.0095 eV, lambda2 0.01269 nm^2, ratio 0.6695
D = 4.0 eV: gap 4.0493 eV, lambda2 0.00680 nm^2, ratio 0.7228
weak wave (W = 0, D = 0.1 eV): ratio = 0.78542
pi/4 = 0.78540
ring, no repulsion: gap = 1.9910 eV
ring, no repulsion: lambda2 = 0.015167 nm^2
ring, repulsion 1.0 eV: gap = 1.6919 eV
ring, repulsion: lambda2 = 0.017220 nm^2
ring, repulsion: bound = 0.022518 nm^2
ring, repulsion: sum rule = 0.038100 eV nm^2
ring sum rule, relative error with 24 twists = 1.4e-05
ring sum rule, relative error with 60 twists = 6.7e-14
harmonic pair: optical gap = 2.0000 eV
harmonic pair: lowest excitation = 0.1222 eV
harmonic pair: lambda2 = 0.019050 nm^2
harmonic pair: bound = 0.019050 nm^2
two-site model, hopping 1.0 eV: lambda2 = 0.02250 nm^2
two-site model: bare-mass bound = 0.01905 nm^2 (violated)
D reduced by 10 %: gap = 1.8044 eV
D reduced by 10 %: lambda2 = 0.014083 nm^2
D reduced by 10 %: bound = 0.021114 nm^2
kT at 350 K = 0.0302 eV
exp(-gap/2kT) = 3.4e-15
field 0.5 MV/cm: energy drop over lambda = 5.63 meV
that drop / gap = 2.8e-03
relativistic loss in sum rule = 7.4e-06 (fraction)
```
